# The all-positive series for the Boys function and its rounding error: test program

```python
"""
Result under test, for integer n >= 0 and x >= 0:
  F_n(x) = integral_0^1 t^(2n) exp(-x t^2) dt = exp(-x) * sum_k T_k,
  T_k = (2x)^k / ((2n+1)(2n+3)...(2n+2k+1)).
It is compared with the Taylor series sum_k a_k,
  a_k = (-x)^k / (k! (2n+2k+1)).
u = 2^-53 is the unit roundoff of double precision.
kappa = F_n(-x)/F_n(x) is the amplification of rounding in the Taylor sum.
K is the index of the last term kept. All quantities are dimensionless.
"""
import math
from fractions import Fraction
import numpy as np
from mpmath import mp
from scipy.optimize import brentq

mp.dps = 40
U = 2.0**-53


def boys_quad(n, x):
    """Boys function from its defining integral, in high precision."""
    x = mp.mpf(x)
    return mp.quad(lambda t: t**(2*n) * mp.exp(-x*t*t), [0, 1],
                   method='gauss-legendre')


def amplification(n, x):
    return boys_quad(n, -x) / boys_quad(n, x)


def positive_coefficient(n, k):
    """Exact coefficient of x^k in the positive series."""
    product = 1
    for j in range(k + 1):
        product *= 2*n + 2*j + 1
    return Fraction(2**k, product)


def kummer_series(a, b, z, count=220):
    term = total = mp.mpf(1)
    for k in range(count):
        term *= (a + k) * z / ((b + k) * (k + 1))
        total += term
    return total


def taylor_terms(n, x, reference):
    """Double-precision terms; the reference only sets the truncation."""
    power, terms, k = 1.0, [1.0/(2*n + 1)], 0
    while True:
        power *= -x/(k + 1)
        following = power/(2*n + 2*k + 3)
        if k + 1 >= x and abs(following) <= 0.1*U*reference:
            return terms
        terms.append(following)
        k += 1


def positive_terms(n, x):
    """Double-precision terms, stopped by a geometric tail bound."""
    term = total = 1.0/(2*n + 1)
    terms, k = [term], 0
    while True:
        term *= 2*x/(2*n + 2*k + 3)
        q = 2*x/(2*n + 2*k + 5)
        if q < 1 and term/(1 - q) <= 0.1*U*total:
            return terms
        terms.append(term)
        total += term
        k += 1


def plain_sum(terms):
    total = 0.0
    for term in terms:
        total += term
    return total


def exact_taylor_terms(n, x, count):
    x, power, terms = mp.mpf(x), mp.mpf(1), []
    for k in range(count):
        terms.append(power/(2*n + 2*k + 1))
        power *= -x/(k + 1)
    return terms


def compare(n, x):
    """Measure both double-precision sums and test their error bounds."""
    x = float(x)
    ref = boys_quad(n, x)
    kappa = float(boys_quad(n, -x)/ref)
    ta = taylor_terms(n, x, float(ref))
    po = positive_terms(n, x)
    taylor, positive = plain_sum(ta), math.exp(-x)*plain_sum(po)
    err_t = float(abs(taylor - ref)/ref)
    err_p = float(abs(positive - ref)/ref)
    exact = exact_taylor_terms(n, x, len(ta))
    # the same number of terms suffices when the arithmetic is precise
    assert abs(mp.fsum(exact) - ref)/ref <= 0.11*U
    last = len(ta) - 1
    weighted = sum((last + k + 2)*abs(a) for k, a in enumerate(exact))
    assert err_t <= 1.001*U*float(weighted/ref) + 0.11*U
    # exponential and positive-series bounds
    assert abs(math.exp(-x)/mp.exp(-mp.mpf(x)) - 1) <= 2*U
    mean_k = sum(k*t for k, t in enumerate(po))/plain_sum(po)
    bound_p = len(po) - 1 + mean_k + 6
    assert err_p <= bound_p*U
    # correctly rounded terms, added without intermediate rounding
    with mp.workprec(53):
        rounded = [float(+a) for a in exact]
    err_f = float(abs(math.fsum(rounded) - ref)/ref)
    return dict(ref=ref, kappa=kappa, taylor=taylor, positive=positive,
                err_t=err_t, err_p=err_p, err_f=err_f, K_t=last,
                K_p=len(po) - 1, bound_p=bound_p, terms_t=ta, terms_p=po)


# Exact rational tests of the series coefficients
for n in range(7):
    for m in range(21):
        T = positive_coefficient(n, m)
        integral = sum(Fraction((-1)**j*math.comb(m, j), 2*n + 2*j + 1)
                       for j in range(m + 1))/math.factorial(m)
        assert integral == T
        product = sum(Fraction((-1)**(m - k), math.factorial(m - k))
                      * positive_coefficient(n, k) for k in range(m + 1))
        a = Fraction((-1)**m, math.factorial(m)*(2*n + 2*m + 1))
        assert product == a
        rising = Fraction(1)
        for j in range(m):
            rising *= Fraction(2*n + 1, 2) + j
        assert T/abs(a) == math.factorial(m)/rising

# Euler's integral and Kummer's transformation for general parameters
a, b, z = mp.mpf('1.5'), mp.mpf(3), mp.mpf('-2.5')
euler = mp.gamma(b)/(mp.gamma(a)*mp.gamma(b - a))*mp.quad(
    lambda s: mp.exp(z*s)*s**(a - 1)*(1 - s)**(b - a - 1), [0, 1])
assert abs(euler - kummer_series(a, b, z)) < mp.mpf('1e-15')
for a, b, z in (('0.7', '2.3', '-6.5'), ('4.5', '5.5', '-20')):
    a, b, z = mp.mpf(a), mp.mpf(b), mp.mpf(z)
    left = kummer_series(a, b, z)
    right = mp.exp(z)*kummer_series(b - a, b, -z)
    assert abs(left/right - 1) < mp.mpf('1e-22')


def positive_high_precision(n, x, count):
    x = mp.mpf(x)
    term = total = mp.mpf(1)/(2*n + 1)
    for k in range(1, count):
        term *= 2*x/(2*n + 2*k + 1)
        total += term
    return total, term


# The whole series and the hypergeometric form against the integral
for n in (0, 1, 4, 8):
    for x in (0, 0.3, 5, 20):
        ref = boys_quad(n, x)
        total, _ = positive_high_precision(n, x, 220)
        assert abs(mp.exp(-x)*total/ref - 1) < mp.mpf('1e-28')
        hyper = kummer_series(n + mp.mpf('0.5'), n + mp.mpf('1.5'),
                              -mp.mpf(x))/(2*n + 1)
        assert abs(hyper/ref - 1) < mp.mpf('1e-20')

# Geometric bound on the tail of the positive series
n, x, K = 4, 20, 30
partial, last_term = positive_high_precision(n, x, K + 1)
tail = mp.exp(x)*boys_quad(n, x) - partial
next_term = last_term*2*x/(2*n + 2*K + 3)
tail_bound = next_term/(1 - mp.mpf(2*x)/(2*n + 2*K + 5))
assert next_term < tail < tail_bound

# Amplification: absolute sum, upper bound, growth with n and x
for x in (0.5, 5, 20):
    previous = mp.mpf(0)
    for n in range(9):
        kappa = amplification(n, x)
        absolute = sum(abs(t) for t in exact_taylor_terms(n, x, 180))
        assert abs(absolute/boys_quad(n, x)/kappa - 1) < mp.mpf('1e-25')
        assert previous < kappa < mp.exp(2*x)
        assert amplification(n, 1.1*x) > kappa
        previous = kappa


def kappa_leading(n, x):
    x = mp.mpf(x)
    return mp.exp(x)*x**(n - mp.mpf('0.5'))/mp.gamma(n + mp.mpf('0.5'))


# Large-x form, including its first correction
for n in (0, 4):
    x = 400
    absolute = sum(abs(t) for t in exact_taylor_terms(n, x, 1400))
    total, _ = positive_high_precision(n, x, 1400)
    ratio = absolute/(mp.exp(-x)*total)/kappa_leading(n, x)
    assert abs(x*(ratio - 1) + (n - 0.5)) < 0.05

print("All quantities are dimensionless")
print(f"unit roundoff u = {U:.4e}")
n, x = 4, 20.0
r = compare(n, x)
big = max(range(len(r['terms_t'])), key=lambda k: abs(r['terms_t'][k]))
largest = abs(r['terms_t'][big])
print(f"Main example: n = {n}, x = {x:.0f}")
print(f"F_n(x) from quadrature = {mp.nstr(r['ref'], 18)}")
print(f"Taylor sum in double precision = {r['taylor']:.16e}")
print(f"positive series in double precision = {r['positive']:.16e}")
print(f"relative error, Taylor = {r['err_t']:.3e}")
print(f"relative error, positive = {r['err_p']:.3e}")
print(f"largest Taylor term, magnitude = {largest:.6e} at k = {big}")
print(f"spacing of doubles at that term = {math.ulp(largest):.3e}")
print(f"that spacing divided by F_n = {math.ulp(largest)/float(r['ref']):.3e}")
print(f"sum of |Taylor terms| = F_n(-x) = {float(boys_quad(n, -x)):.6e}")
print(f"kappa = {r['kappa']:.4e}, kappa*u = {r['kappa']*U:.3e}")
print(f"leading large-x estimate of kappa = {float(kappa_leading(n, x)):.4e}")
print(f"upper bound exp(2x) = {math.exp(2*x):.4e}")
print(f"exp(-x) = {math.exp(-x):.6e}")
print(f"sum of positive terms = {plain_sum(r['terms_p']):.8e}")
print(f"last index K: Taylor {r['K_t']}, positive {r['K_p']}")
print(f"positive-series error bound = {r['bound_p']:.1f} u")

print("Table for n = 4 (errors are relative)")
print("x | F_n | kappa | Taylor error | positive error/u | K Taylor, positive")
for x in (1, 5, 10, 20, 30):
    r = compare(4, x)
    print(f"{x} | {float(r['ref']):.8e} | {r['kappa']:.3e} | "
          f"{r['err_t']:.2e} | {r['err_p']/U:.2f} | {r['K_t']}, {r['K_p']}")
print(f"Taylor sum at n = 4, x = 30: {r['taylor']:.6e}")

# Typical errors over random arguments
rng = np.random.default_rng(7)
points = 40
worst = 0.0
print(f"Scan: {points} random x per interval; medians of relative errors")
print("n | x interval | Taylor | Taylor/(kappa u) | rounded terms/(kappa u)")
for n in (0, 4):
    for low, high in ((5, 10), (10, 20), (20, 30)):
        runs = [compare(n, x) for x in rng.uniform(low, high, points)]
        median_t = np.median([r['err_t'] for r in runs])
        scaled_t = np.median([r['err_t']/(r['kappa']*U) for r in runs])
        scaled_f = np.median([r['err_f']/(r['kappa']*U) for r in runs])
        worst = max(worst, max(r['err_p'] for r in runs))
        assert 0.01 < scaled_t < 1
        assert 0.01 < scaled_f < 1
        print(f"{n} | {low}-{high} | {median_t:.2e} | "
              f"{scaled_t:.3f} | {scaled_f:.3f}")
print(f"worst positive-series error in scan = {worst/U:.2f} u = {worst:.2e}")

for n in (0, 4):
    one = brentq(lambda x: float(mp.log10(amplification(n, x))) - 1, 0.1, 10)
    every = brentq(lambda x: float(mp.log(amplification(n, x)*U)), 10, 60)
    print(f"n = {n}: kappa = 10 at x = {one:.3f}; kappa*u = 1 at x = {every:.2f}")

# Cost and accuracy near the upper end of the double-precision range
x = 700.0
terms = positive_terms(0, x)
value = math.exp(-x)*plain_sum(terms)
exact = mp.sqrt(mp.pi/x)*mp.erf(mp.sqrt(x))/2
error = float(abs(value/exact - 1))
mean_k = sum(k*(t/plain_sum(terms)) for k, t in enumerate(terms))
assert error <= (len(terms) - 1 + mean_k + 6)*U
print(f"n = 0, x = {x:.0f}: positive series K = {len(terms) - 1}, "
      f"relative error = {error:.2e} = {error/U:.1f} u")
print(f"log of largest double = {math.log(np.finfo(float).max):.2f}")
print("success")
```

It prints:

```
All quantities are dimensionless
unit roundoff u = 1.1102e-16
Main example: n = 4, x = 20
F_n(x) from quadrature = 8.12785554935883771e-6
Taylor sum in double precision = 8.1280096904144839e-06
positive series in double precision = 8.1278555493588330e-06
relative error, Taylor = 1.896e-05
relative error, positive = 5.850e-16
largest Taylor term, magnitude = 9.170171e+05 at k = 19
spacing of doubles at that term = 1.164e-10
that spacing divided by F_n = 1.432e-05
sum of |Taylor terms| = F_n(-x) = 1.025247e+07
kappa = 1.2614e+12, kappa*u = 1.400e-04
leading large-x estimate of kappa = 1.4923e+12
upper bound exp(2x) = 2.3539e+17
exp(-x) = 2.061154e-09
sum of positive terms = 3.94335263e+03
last index K: Taylor 87, positive 64
positive-series error bound = 85.5 u
Table for n = 4 (errors are relative)
x | F_n | kappa | Taylor error | positive error/u | K Taylor, positive
1 | 4.96232411e-02 | 5.130e+00 | 1.99e-16 | 0.53 | 18, 15
5 | 2.70295167e-03 | 3.059e+03 | 8.38e-16 | 0.32 | 37, 29
10 | 1.80619436e-04 | 4.421e+06 | 6.33e-11 | 1.38 | 55, 42
20 | 8.12785555e-06 | 1.261e+12 | 1.90e-05 | 5.27 | 87, 64
30 | 1.31089712e-06 | 1.213e+17 | 1.83e+00 | 0.34 | 118, 83
Taylor sum at n = 4, x = 30: 3.714685e-06
Scan: 40 random x per interval; medians of relative errors
n | x interval | Taylor | Taylor/(kappa u) | rounded terms/(kappa u)
0 | 5-10 | 2.88e-15 | 0.114 | 0.086
0 | 10-20 | 5.99e-12 | 0.123 | 0.089
0 | 20-30 | 1.04e-07 | 0.111 | 0.051
4 | 5-10 | 1.30e-12 | 0.134 | 0.084
4 | 10-20 | 3.86e-08 | 0.106 | 0.068
4 | 20-30 | 9.04e-03 | 0.043 | 0.081
worst positive-series error in scan = 12.17 u = 1.35e-15
n = 0: kappa = 10 at x = 3.227; kappa*u = 1 at x = 39.13
n = 4: kappa = 10 at x = 1.409; kappa*u = 1 at x = 27.69
n = 0, x = 700: positive series K = 935, relative error = 1.71e-15 = 15.4 u
log of largest double = 709.78
success
```
